\section*{Cubic smearing error in the free energy of neutral graphene}

\section*{Question}

I use the nearest-neighbour honeycomb model of neutral graphene, with round values $t=3$ eV and bond length $d=1.5$ \AA, on a uniform $600\times600$ mesh. Methfessel--Paxton (MP) smearing of order $N$ should leave an error $\propto\sigma^{2N+2}$ in the free energy $F$. Going from $\sigma=0.2$ to $0.1$ eV, $F-E_0$ per cell drops from $3.080\times10^{-5}$ to $3.843\times10^{-6}$ eV with MP1 and from $7.660\times10^{-6}$ to $9.594\times10^{-7}$ eV with MP2: a factor of 8 in both, not 16 and 64. Where does the third power come from, does it hold for every scheme, and how do I extrapolate to $\sigma=0$?

\section*{Answer}

The nominal order rests on a Taylor expansion about the Fermi level, which the density of states $a|\varepsilon|$ does not have. The bias is then $-(a/6)\sigma^3M_3$, with $M_3$ a third absolute moment of the broadening function, nonzero for every MP order but not for every conceivable scheme. The algebra is in atomic units, the bands are fixed (no self-consistency), the $k$-sum is converged, and $g(\varepsilon)$ counts states per cell with spin.

\subsection*{Smearing as an average over Fermi levels}

A scheme is a fast-decaying $\delta(y)$ with $\int\delta\,dy=1$ and $\int y\,\delta\,dy=0$. With $x=(\mu-\varepsilon)/\sigma$, a level has occupation $f(x)=\int_{-\infty}^x\delta\,dy$ and entropy $s(x)=-\int_{-\infty}^x y\,\delta\,dy$, and $F=E-\sigma S$ at fixed electron number $N_0$. One level contributes to $\Omega_\sigma=F-\mu N$ the amount
\begin{equation}
-\sigma\,[xf+s]=-\sigma\int_{-\infty}^x(x-y)\,\delta\,dy=\int\delta(y)\,(\varepsilon-\mu')\,\theta(\mu'-\varepsilon)\,dy ,
\end{equation}
where $\mu'=\mu-\sigma y$, because $\sigma(x-y)=\mu'-\varepsilon$. Summing over levels,
\begin{equation}
\Omega_\sigma(\mu)=\int\delta(y)\,\Omega_0(\mu-\sigma y)\,dy,\qquad \Omega_0(\mu)=\int_{-\infty}^{\mu}(\varepsilon-\mu)\,g\,d\varepsilon ,
\label{avg}
\end{equation}
with $\Omega_0'=-N(\mu)$ and $\Omega_0''=-g(\mu)$. Since $(xf+s)'=f+x\delta-x\delta=f$, the derivative of $-\sigma[xf+s]$ is $-f$ with respect to $\mu$ and $-(xf+s)+xf=-s$ with respect to $\sigma$. So $F=\Omega_\sigma+\mu N_0$ is stationary in $\mu$ at the right electron number, and
\begin{equation}
\frac{dF}{d\sigma}=-S,\qquad E=F-\sigma\frac{dF}{d\sigma}.
\label{EF}
\end{equation}

\subsection*{The nominal order}

If $\Omega_0$ is smooth, expand (\ref{avg}) with signed moments $m_n=\int y^n\delta\,dy$ and $\Omega_0^{(n)}=-g^{(n-2)}$. Let $m_p$ be the first nonzero moment with $p\ge2$. The zeroth term $\Omega_0(\mu)+\mu N_0$ is stationary at the true Fermi level $\mu_0$ with value $E_0$; for $g(\mu_0)>0$ the shift of $\mu$ is $O(\sigma^p)$ and costs only $O(\sigma^{2p})$. To leading order
\begin{equation}
F-E_0=-g^{(p-2)}(\mu_0)\,\frac{(-\sigma)^p m_p}{p!}.
\label{smooth}
\end{equation}
A high-order scheme cancels polynomials in $y$, which helps only if $\Omega_0$ is close to a polynomial over several $\sigma$ around $\mu_0$.

\subsection*{Density of states at the Dirac point}

The bands are $\pm t|\gamma|$, $\gamma=\sum_je^{i\mathbf k\cdot\mathbf d_j}$ over three bonds at angles $\theta_j=2\pi j/3$. At $K$ the bond phases are $\omega^j$, $\omega=e^{2\pi i/3}$. Measure the displacement $(q,\theta)$ from $K$ in units of $1/d$. The Jacobi--Anger expansion $e^{iq\cos\phi}=\sum_mi^mJ_m(q)e^{im\phi}$ and $\sum_j\omega^{j(1-m)}=3$ for $m\equiv1 \pmod 3$, zero otherwise, give $\gamma=3[iJ_1e^{i\theta}-J_2e^{-2i\theta}+O(q^4)]$. With $J_1=q/2-q^3/16$, $J_2=q^2/8$ and $w=-\sin3\theta$,
\begin{equation}
|\gamma|^2=9\,[J_1^2+J_2^2-2wJ_1J_2]=\tfrac94q^2(1-X),\qquad X=\tfrac12qw+\tfrac3{16}q^2 .
\end{equation}
On the contour of energy $\varepsilon$ put $P=2|\varepsilon|/3t$, so $q^2=P^2(1+X+X^2+\dots)$. Inserting $q=P(1+Pw/4)$ gives $X=Pw/2+P^2w^2/8+3P^2/16$ and $X^2=P^2w^2/4$. The angular averages of $w$ and $w^2$ are $0$ and $1/2$, so the area $\tfrac12\oint q^2d\theta$ is $\pi P^2(1+\tfrac38P^2)$. Odd orders in $P$ change sign under $\theta\to\theta+\pi$ and average out. Two spins, two valleys and cell area $A_c=3\sqrt3d^2/2$ give the count
\begin{equation}
\frac{4}{(2\pi)^2}\frac{3\sqrt3}{2}\,\pi P^2\Big(1+\frac38P^2\Big)=\frac{2\varepsilon^2}{\sqrt3\pi t^2}\Big(1+\frac{\varepsilon^2}{6t^2}\Big),
\end{equation}
whose derivative is
\begin{equation}
g=a|\varepsilon|(1+b\varepsilon^2+\dots),\qquad a=\frac{4}{\sqrt3\pi t^2},\qquad b=\frac1{3t^2}.
\end{equation}
Equivalently $a=2A_c/\pi v^2$ with $v=3td/2$; the bond length cancels.

\subsection*{The bias at neutrality}

Integrate $\Omega_0''=-g$ twice, using $(|\mu|^3)''=6|\mu|$ and $(|\mu|^5)''=20|\mu|^3$:
\begin{equation}
\Omega_0(\mu)=E_0-N_0\mu-\frac a6|\mu|^3-\frac{ab}{20}|\mu|^5-\dots
\end{equation}
The third derivative jumps at $\mu=0$, so (\ref{smooth}) is unavailable for $p\ge3$, and for $p=2$ its coefficient $g(0)$ vanishes. Insert the expansion in (\ref{avg}) with $\mu=\sigma u$. The linear term averages to $-N_0\mu$ because $m_1=0$, and cancels against $\mu N_0$:
\begin{equation}
F-E_0=-\frac a6\sigma^3M_3-\frac{ab}{20}\sigma^5M_5+O(\sigma^7),\qquad M_s(u)=\int\delta(y)\,|u-y|^s\,dy .
\label{main}
\end{equation}
The series is asymptotic and needs $\delta$ negligible at $|y|\sim t/\sigma$, the van Hove energy. Stationarity in $u$ fixes the chemical potential at leading order:
\begin{equation}
h(u)=\tfrac13M_3'(u)=\int\delta(y)\,(u-y)|u-y|\,dy=0,\qquad h'=2M_1(u).
\end{equation}
For even $\delta$ the integrand is odd at $u=0$, which is therefore a root. If $M_1\neq0$ there, the $\sigma^5$ term moves $u$ by at most $O(b\sigma^2)$, which enters $F$ quadratically, at $\sigma^7$. By (\ref{EF}) a term $\sigma^n$ in $F$ appears in $E$ multiplied by $1-n$, so $E-E_0=+(a/3)\sigma^3M_3$ at leading order. The zeros built into the signed moments do nothing here, because $|y|^3$ is not a polynomial.

\subsection*{The absolute moments}

\emph{Gaussian and MP.} Here $\delta_N=\sum_{n=0}^NA_nH_{2n}(y)e^{-y^2}$ with $A_n=(-1)^n/(n!\,4^n\sqrt\pi)$; $N=0$ is the Gaussian. The Rodrigues formula gives $H_{2n}e^{-y^2}=d^{2n}e^{-y^2}/dy^{2n}$. For $s>2n$, integrating by parts $2n$ times and using $\int|y|^re^{-y^2}dy=\Gamma(\frac{r+1}2)$,
\begin{equation}
\int|y|^sH_{2n}e^{-y^2}dy=s(s-1)\cdots(s-2n+1)\,\Gamma\big(\tfrac{s+1}2-n\big).
\end{equation}
The factors $(s-1)(s-3)\cdots(s-2n+1)$ equal $2^n(\frac{s+1}2-1)\cdots(\frac{s+1}2-n)$ and raise the gamma function to $2^n\Gamma(\frac{s+1}2)$. The factors $s(s-2)\cdots(s-2n+2)$ equal $2^nn!\binom{s/2}n$. Integrating $H_{2n}$ term by term shows that the left side is $\Gamma(\frac{s+1}2)$ times a polynomial in $s$; two polynomials equal for $s>2n$ are identical, so the result holds for all $s>-1$. Multiply by $A_n$; Pascal's rule $\binom\alpha n=\binom{\alpha-1}n+\binom{\alpha-1}{n-1}$ makes the alternating sum telescope:
\begin{equation}
M_s=\frac{\Gamma(\frac{s+1}2)}{\sqrt\pi}\sum_{n=0}^N(-1)^n\binom{s/2}n=\frac{\Gamma(\frac{s+1}2)}{\sqrt\pi}(-1)^N\binom{s/2-1}N .
\label{mp}
\end{equation}
The binomial is a product of factors $s/2-1-k$, $k=0,\dots,N-1$. It vanishes for $s=2,\dots,2N$, which with vanishing odd signed moments gives $p=2N+2$, and never for odd $s$. For $s=1$ each factor $-(s/2-1-k)$ is positive, so $M_1(0)>0$. For $s=3$, $\sqrt\pi M_3=1,-\frac12,-\frac18,-\frac1{16},\dots$, in general $\Gamma(N-\frac12)/[\Gamma(-\frac12)\,N!]$, which tends to $-N^{-3/2}/2\sqrt\pi$ since $\Gamma(-\frac12)=-2\sqrt\pi$. Raising $N$ shrinks the prefactor algebraically, with sign opposite to the Gaussian's, and leaves the power at three.

\emph{Fermi--Dirac (FD).} With $\delta=-\frac{d}{dy}(e^y+1)^{-1}$, evenness and one integration by parts give $M_s=2s\int_0^\infty y^{s-1}(e^y+1)^{-1}dy$. Expanding in powers of $e^{-y}$ turns this into $2\,s!\sum_k(-1)^{k-1}k^{-s}=2\,s!\,(1-2^{1-s})\zeta(s)$. So $M_3=9\zeta(3)$, $M_5=225\zeta(5)$, and the leading term $-\frac32\zeta(3)a\sigma^3$ is the thermal free energy of the cones at $k_BT=\sigma$. Gaussian and FD smearing, nominally second order, gain one order.

\emph{Cold (Marzari--Vanderbilt) smearing.} Here $\delta=\pi^{-1/2}e^{-z^2}(1-\sqrt2z)$, $z=y-1/\sqrt2$. Let $\langle\cdot\rangle$ be the average with weight $\pi^{-1/2}e^{-z^2}$, so $\langle z^2\rangle=\frac12$, $\langle z^4\rangle=\frac34$, and by parts $\langle z\phi\rangle=\frac12\langle\phi'\rangle$. Then $m_1=\frac1{\sqrt2}-\frac{\sqrt2}2=0$, $m_2=1-1=0$, $m_3=\sqrt2-\frac32\sqrt2=-\frac1{\sqrt2}$: the nominal order is three. Put $c=u-1/\sqrt2$, so $u-y=c-z$, and $G_n=\langle(c-z)^n\,\mathrm{sgn}(c-z)\rangle$. Writing one factor as $c-z$ and applying the by-parts rule gives $G_{n+1}=cG_n+\frac n2G_{n-1}$ for $n\ge1$; for $n=0$ the derivative of the sign function supplies $e^{-c^2}/\sqrt\pi$:
\begin{align}
G_0&=\mathrm{erf}\,c, & G_1&=c\,\mathrm{erf}\,c+e^{-c^2}/\sqrt\pi,\nonumber\\
G_2&=cG_1+\tfrac12G_0, & G_3&=cG_2+G_1 .
\end{align}
By the same rule the factor $-\sqrt2z$ adds $nG_{n-1}/\sqrt2$, so
\begin{equation}
M_1=G_1+\frac{G_0}{\sqrt2},\qquad h=G_2+\sqrt2\,G_1,\qquad M_3=G_3+\frac{3G_2}{\sqrt2}.
\end{equation}
$M_1=u\,\mathrm{erf}\,c+e^{-c^2}/\sqrt\pi$ is positive everywhere. The first term is negative only for $-1/\sqrt2<c<0$, where its size is at most $(1/\sqrt2-|c|)\,2|c|/\sqrt\pi\le1/4\sqrt\pi$, while $e^{-c^2}>e^{-1/2}>1/4$. So $h$ has one root; bracketed root finding gives $c=-1.0149$, $u=-0.3078$, $M_3=-0.6002$. The moment about $u=0$ is $-0.4827$, which is 20\% smaller in magnitude than the correct one. Cold smearing keeps order three, with a different coefficient and a Fermi level displaced in proportion to $\sigma$.

\subsection*{Extrapolation, and a scheme that escapes}

If $F-E_0=C\sigma^p$, then $E-E_0=(1-p)C\sigma^p$ and $[(p-1)F+E]/p$ removes the term. Here the combination is $(2F+E)/3=F-\frac13\sigma F'$, which multiplies the $\sigma^5$ term by $1-\frac53=-\frac23$. The second-order rule $(E+F)/2=F-\frac12\sigma F'$ multiplies the $\sigma^3$ term by $1-\frac32=-\frac12$.

With symmetric bands and even $\delta$, $\mu=0$ for all $\sigma$, and
\begin{equation}
\sigma F'=\int\delta\,y\,\partial_y\Omega_0(-\sigma y)\,dy=-\int(y\delta)'\,\Omega_0(-\sigma y)\,dy .
\end{equation}
Since $(y\delta_0)'=(1-2y^2)\delta_0$, the Gaussian $F-\lambda\sigma F'$ is the free energy of the broadening $[1+\lambda(1-2y^2)]\delta_0$. For $\lambda=\frac12$ this is $(\frac32-y^2)\delta_0=\delta_1$. For $\lambda=\frac13$ it is $\delta_{\rm mix}=(\delta_0+2\delta_1)/3$, with $\sqrt\pi M_3=\frac13-\frac23\cdot\frac12=0$. This mixture is fifth order at the Dirac point, so ``every scheme'' is false: the coefficient formula is general, the power three needs $M_3\ne0$. Its second moment is $m_2=\frac13\cdot\frac12=\frac16$, so for smooth $g(\mu_0)>0$ it is only second order.

\subsection*{Your numbers}

For $t=3$ eV, $a=0.0816784$ states/eV$^2$ per cell and $b=0.037037$ eV$^{-2}$. The reference $E_0=-2t\,\overline{|\gamma|}=-9.4475834253$ eV per cell (zone average) comes from $60\times60$ Gauss--Legendre quadrature on the triangle $\Gamma MK$ in coordinates radial about $K$, where the cone becomes smooth. The digits serve only to form differences within the model. $F$, $E$ and $\mu$ come from $600\times600$ mesh sums of $f$ and $s$, with $\mu$ solved from the electron count. For MP1 at $\sigma=0.1$ eV, (\ref{mp}) gives $M_3=-0.282095$ and $M_5=-1.692569$:
\begin{align}
-\tfrac16(0.0816784)(0.1)^3(-0.282095)&=3.84017\times10^{-6}\ \text{eV},\nonumber\\
-\tfrac1{20}(0.0816784)(0.037037)(0.1)^5(-1.692569)&=2.560\times10^{-9}\ \text{eV}.\nonumber
\end{align}
The sum $3.84273\times10^{-6}$ eV compares with the mesh value $3.84274\times10^{-6}$ eV $=1.412\times10^{-7}$ Ha. For MP2, $M_3=-0.070524$ and $M_5=0.423142$ give $9.60043\times10^{-7}-6.400\times10^{-10}=9.59403\times10^{-7}$ eV against $9.59400\times10^{-7}$ eV $=3.526\times10^{-8}$ Ha. The table lists mesh values at $\sigma=0.1$ eV, in eV per cell; the order is $\log_2$ of the ratio of biases at $0.2$ and $0.1$ eV.

\begin{center}
\begin{tabular}{lcccc}
 & $M_3$ & $F-E_0$ & order & $\frac{2F+E}3-E_0$\\
Gauss & $0.5642$ & $-7.682\times10^{-6}$ & 3.00 & $1.14\times10^{-9}$\\
FD & $10.82$ & $-1.476\times10^{-4}$ & 3.01 & $2.42\times10^{-7}$\\
MP1 & $-0.2821$ & $3.843\times10^{-6}$ & 3.00 & $-1.71\times10^{-9}$\\
MP2 & $-0.0705$ & $9.594\times10^{-7}$ & 3.00 & $4.31\times10^{-10}$\\
cold & $-0.6002$ & $8.181\times10^{-6}$ & 3.01 & $-7.23\times10^{-9}$\\
mix & $0$ & $1.140\times10^{-9}$ & 5.01 & $-7.61\times10^{-10}$
\end{tabular}
\end{center}

For MP1, $E-E_0=-7.691\times10^{-6}$ eV, close to $-2$ times the cubic term, and the last column is $-\frac23\times2.560\times10^{-9}=-1.71\times10^{-9}$ eV. The Gaussian $(E+F)/2$ leaves $-0.5002$ of the bias of $F$. For cold smearing the mesh gives $\mu=-0.0308$ eV, equal to $\sigma u$ at this precision; at equal $\sigma$ its bias exceeds the Gaussian's in magnitude.

For contrast take a chain, $\varepsilon=-2t\cos k$, with $k_F=\pi/3$, $\mu_0=-3$ eV, smooth $g=2/(\pi\sqrt{4t^2-\varepsilon^2})$ and $E_0=\frac2{2\pi}\int_{-k_F}^{k_F}\varepsilon\,dk=-(4t/\pi)\sin k_F$. The same sums on 3000 points give orders 2.00, 2.00, 4.01, 6.02, 3.06 and 2.00 for the six schemes. The MP2 bias at $0.1$ eV is $-2.229\times10^{-11}$ eV per site, against $-2.218\times10^{-11}$ eV from (\ref{smooth}) with $m_6=1.875$.

\subsection*{Where the statement changes}

\emph{Electron--hole asymmetry.} A second-neighbour hopping contributes $t'(|\gamma|^2-3)$, because the six off-diagonal terms of $|\gamma|^2$ are the second-neighbour phases. Moving the energy zero to the Dirac point drops the constant and gives $\varepsilon=\pm t|\gamma|+t'|\gamma|^2$; for $|t'|<t/3$ the lower band stays below zero and the upper band above it, because $|\gamma|\le3$. With this energy zero the term adds $2t'\,\overline{|\gamma|^2}=6t'$ to $E_0$, since only the three diagonal terms of $|\gamma|^2$ survive the average. With $\kappa=t'/t^2$, inversion to first order in $\kappa\varepsilon$ gives $t|\gamma|=|\varepsilon|\,[1-\kappa\varepsilon+O(\kappa^2\varepsilon^2)]$ in both bands; the omitted terms first enter $F$ at $\sigma^5$. The count $\frac a2t^2|\gamma|^2$ becomes $\frac a2\varepsilon^2(1-2\kappa\varepsilon)$, so $g$ gains $-3a\kappa\,\varepsilon|\varepsilon|$, $N(\mu)$ gains $-a\kappa|\mu|^3$, and $\Omega_0$ gains $\frac{a\kappa}4\mu^3|\mu|$. Then $F$ gains $\frac{a\kappa}4\sigma^4\int\delta\,(u-y)^3|u-y|\,dy$, zero for even $\delta$ at $u=0$. Neutrality for even $\delta$ reads $\frac a2\sigma^2\,2M_1u=a\kappa\sigma^3M_3$, that is $\mu=\kappa\sigma^2M_3/M_1$, and $u=O(\sigma)$ affects $F$ at $\sigma^5$. For $t'=0.3$ eV and $\sigma=0.1$ eV, (\ref{mp}) gives $M_3/M_1=1,-1,-\frac13$ for Gauss, MP1, MP2, and $\kappa\sigma^2=(0.3/9)(0.01)=3.33\times10^{-4}$ eV; the mesh gives $\mu=3.335,\,-3.344,\,-1.108$ in units of $10^{-4}$ eV. The MP1 bias is $3.844\times10^{-6}$ eV. For cold smearing the quartic term, with its integral by quadrature, is $1.66\times10^{-7}$ eV, and $8.170\times10^{-6}+0.166\times10^{-6}=8.336\times10^{-6}$ eV compares with $8.351\times10^{-6}$ eV on the mesh. This term survives the extrapolation: $(2F+E)/3$ multiplies it by $1-\frac43=-\frac13$, so with asymmetric bands the cold-smearing remainder is of fourth order, not fifth.

\emph{Doping.} For a pure cone at fixed $\mu=\sigma u\ge0$, the bias of $\Omega$ is $-\frac a6\sigma^3[M_3(u)-u^3]$. Write $|u-y|^3=(u-y)^3+2(y-u)^3\theta(y-u)$. For MP1, $m_1=m_2=m_3=0$, so the first part averages to $u^3$ and only the tail $2\int_u^\infty(y-u)^3\delta_1\,dy$ remains. Quadrature gives $-0.282$, $-0.0535$, $-1.26\times10^{-3}$ and $-2.6\times10^{-9}$ at $u=0,1,2,4$. For MP1 the anomaly in $\Omega$ at fixed $\mu$ is thus down to 19\% of its neutral value at $|\mu|=\sigma$ and below 1\% at $2\sigma$ (for $F$ at fixed electron number the shift of $\mu$ changes the first figure to about 20\%); for another scheme it reaches as far as the tail of its $\delta$, a few $\sigma$; for $|\mu|\gg\sigma$ the smooth result (\ref{smooth}) applies, and there $(2F+E)/3$ is the right weight only when $p=3$.

\emph{Mesh.} The level spacing near $K$ is $v\,(4\pi/3d)/N_k=2\pi t/N_k$ on an $N_k\times N_k$ mesh. Equation (\ref{main}) describes the computed $F$ only while $\sigma$ is at least about this spacing. Below it the sum sees discrete levels instead of $a|\varepsilon|$, and the higher MP orders fail first: at $0.7$ of the spacing the MP2 bias is already off by tens of percent, while the Gaussian one is still good to better than 1\%.
